# Four-Terminal Reciprocity of an Inhomogeneous Conductor in a Magnetic Field, part 1

(Sections cited here and not found follow in the second part.)

## First half: the conductor, its weak form and the theorem

Someone who computes the Hall resistance of an uneven plate must decide whether to solve the transport problem again with the magnetic field reversed. The two field polarities are needed because misplaced contacts and uneven density add an offset to the Hall signal, and reversal separates the two. The second solution is unnecessary if the resistances at reversed field can be read from those already computed, with the current and voltage contacts exchanged. In the laboratory the same decision is whether the magnet has to be reversed at all. The theorem below permits the shorter route and states what must hold for it to be valid.

### Setting and assumptions

The conductor fills a bounded, connected region $\Omega$ with a boundary free of cusps. It may have holes, and its composition may change abruptly across internal interfaces. For a thin sheet, volume integrals become area integrals, surface integrals become line integrals, and $\mathbf J$ is current per unit width.

Let $\phi$ be the electrochemical potential per carrier divided by the carrier charge. Its gradient contains both the electric force and the drive of diffusion, so that an uneven density produces no current in equilibrium. A voltmeter with two leads of the same metal at the same temperature reads a difference of $\phi$ between its contacts.

**Assumption 1, local linear response.** In the steady state

$$\mathbf J=-\sigma(\mathbf r;\mathbf B)\nabla\phi,\qquad \nabla\cdot\mathbf J=0. \tag{1}$$

The tensor $\sigma$ may depend on position and direction, but not on the current. The temperature is uniform and is the same in all the measurements compared.

**Assumption 2, positive dissipation.** There are constants $0<s_0\le s_1$ such that, for every real vector $\boldsymbol\xi$ and at every point,

$$\boldsymbol\xi\cdot\sigma\boldsymbol\xi\ge s_0|\boldsymbol\xi|^2,\qquad |\sigma\boldsymbol\xi|\le s_1|\boldsymbol\xi|. \tag{2}$$

A fully depleted region violates the first inequality. It is removed from $\Omega$ and treated as a hole.

**Assumption 3, contacts.** Metal contact $m$ has the potential $V_m$ and sends the current $I_m$ into the sample. With $\mathbf n$ the outward normal, the boundary law is

$$\mathbf J\cdot\mathbf n=\sum_m g_m(\phi-V_m). \tag{3}$$

Here $g_m\ge0$ is the contact conductance per unit area, or per unit width for a sheet. It is bounded, is not zero everywhere, and does not change when the field is reversed. Where all $g_m$ vanish the surface is insulating. Current leaves the sample where $\phi>V_m$, so the current that contact $m$ sends in is

$$I_m=\int_{\partial\Omega} g_m(V_m-\phi)\,dS. \tag{4}$$

An ideal contact is the limit of large $g_m$. It is described directly by $\phi=V_m$ on its surface $\Gamma_m$ and $I_m=-\int_{\Gamma_m}\mathbf J\cdot\mathbf n\,dS$.

**Assumption 4, Onsager symmetry.** At every point

$$\sigma_{ij}(\mathbf r;\mathbf B)=\sigma_{ji}(\mathbf r;-\mathbf B),\qquad\text{or}\qquad \sigma(\mathbf B)^{T}=\sigma(-\mathbf B). \tag{5}$$

This is the physical premise. It expresses the reversibility of microscopic motion when velocities and magnetic field are reversed together. The symbol $\mathbf B$ therefore stands for everything that changes sign under time reversal: a non-uniform applied field, the field of a nearby magnet, and any magnetization inside the sample.

**Definition.** Let $I$ enter at contact $a$ and leave at $b$, with zero net current at every other contact. Then

$$R_{ab,cd}(\mathbf B)=\frac{V_c-V_d}{I}. \tag{6}$$

The first pair of indices names the current contacts and the second pair the voltage contacts.

### Lemma 1: the Drude conductivity obeys the premise

*Carriers of charge $q$, density $n$, symmetric positive mass tensor $M$ and scalar relaxation time $\tau$ satisfy (5).*

*Proof.* In the steady state the force on a carrier balances its loss of momentum:

$$\frac{M}{\tau}\mathbf v=q(\mathbf E+\mathbf v\times\mathbf B). \tag{7}$$

Here $\mathbf E=-\nabla\phi$ is the total driving field. Write $\mathbf v\times\mathbf B=X_{\mathbf B}\mathbf v$. For any vector $\mathbf u$, the cyclic rule for the triple product gives

$$\mathbf u\cdot(\mathbf v\times\mathbf B)=\mathbf B\cdot(\mathbf u\times\mathbf v)=-\mathbf B\cdot(\mathbf v\times\mathbf u)=-\mathbf v\cdot(\mathbf u\times\mathbf B).$$

Thus $X_{\mathbf B}$ is antisymmetric. It is also linear in $\mathbf B$, so $X_{\mathbf B}^T=-X_{\mathbf B}=X_{-\mathbf B}$. Equation (7) becomes $A(\mathbf B)\mathbf v=q\mathbf E$ with

$$A(\mathbf B)=\frac{M}{\tau}-qX_{\mathbf B},\qquad A(\mathbf B)^T=\frac{M}{\tau}-qX_{-\mathbf B}=A(-\mathbf B).$$

The antisymmetric part drops out of $\mathbf v\cdot A\mathbf v=\mathbf v\cdot M\mathbf v/\tau$, which is positive for $\mathbf v\ne0$. Hence $A$ has an inverse. Since $\mathbf J=nq\mathbf v$, the conductivity is $\sigma=nq^2A^{-1}$. The transpose of an inverse is the inverse of the transpose, so

$$\sigma(\mathbf B)^T=nq^2\left[A(\mathbf B)^T\right]^{-1}=nq^2A(-\mathbf B)^{-1}=\sigma(-\mathbf B).\qquad\square$$

For electrons, $q=-e$, with isotropic mass $m$ in a sheet and $\mathbf B=B\hat{\mathbf z}$, we have $\mathbf v\times\mathbf B=(v_yB,-v_xB)$. Therefore

$$A=\begin{pmatrix}m/\tau&eB\\-eB&m/\tau\end{pmatrix}.$$

With the mobility $\mu=e\tau/m$, $\beta=\mu B$ and $s=ne\mu$, inversion gives

$$\sigma=\frac{s}{1+\beta^2}\begin{pmatrix}1&-\beta\\ \beta&1\end{pmatrix}. \tag{8}$$

The off-diagonal part is antisymmetric and odd in $B$, and the diagonal part is even, so (5) is satisfied. The theorem uses (5) and not the Drude model; equation (8) will serve the example.

### Lemma 2: the weak form

*Let $w$ be a trial function on $\Omega$ with square-integrable gradient, and let $W_m$ be numbers assigned to the contacts. A solution of (1), (3) and (4) satisfies*

$$\int_\Omega\nabla w\cdot\sigma\nabla\phi\,dV+\sum_m\int_{\partial\Omega}g_m(W_m-w)(V_m-\phi)\,dS=\sum_mW_mI_m. \tag{9}$$

*For an ideal contact, $w=W_m$ on $\Gamma_m$ and its term in the second sum is absent.*

*Proof.* In each piece of the conductor where $\sigma$ is smooth, $\nabla\cdot(w\mathbf J)=\nabla w\cdot\mathbf J+w\nabla\cdot\mathbf J$, and the last term is zero. Integrate over each piece and add the results. At an interface, the two outward normals are opposite while $w$ and the normal current are continuous, so the interface terms cancel. What remains is

$$\int_\Omega\nabla w\cdot\mathbf J\,dV=\int_{\partial\Omega}w\,\mathbf J\cdot\mathbf n\,dS.$$

Insert $\mathbf J=-\sigma\nabla\phi$ on the left and (3) on the right, then change both signs:

$$\int_\Omega\nabla w\cdot\sigma\nabla\phi\,dV=\sum_m\int_{\partial\Omega}g_mw(V_m-\phi)\,dS.$$

Now add $\sum_m\int g_m(W_m-w)(V_m-\phi)\,dS$ to both sides. On the right, the terms containing $w$ cancel, leaving $\sum_mW_m\int g_m(V_m-\phi)\,dS$. By (4) this is $\sum_mW_mI_m$. At an ideal contact the surface term is instead $-W_m\int_{\Gamma_m}\mathbf J\cdot\mathbf n\,dS=W_mI_m$ directly. $\square$

If $\sigma$ varies too roughly to be divided into smooth pieces, (9), required for every allowed $w$, is taken as the statement of the transport problem. The rest of the proof uses (9) alone.

### Lemma 3: the resistance is well defined

*For given contact currents with $\sum_mI_m=0$, a solution exists and its potential differences are unique.*

*Proof.* Choose $w=\phi$ and $W_m=V_m$ in (9):

$$\int_\Omega\nabla\phi\cdot\sigma\nabla\phi\,dV+\sum_m\int_{\partial\Omega}g_m(V_m-\phi)^2dS=\sum_mV_mI_m. \tag{10}$$

The right side is the electrical power supplied. The left side is the heat produced in the bulk and in the contacts.

For uniqueness, subtract two solutions with the same currents. The difference is a solution with all currents zero, so the left side of (10) vanishes for it. Both terms are non-negative, hence both are zero. By (2), $\nabla\phi=0$, and $\phi$ is constant because $\Omega$ is connected. The second term, or the ideal-contact condition, makes every $V_m$ equal to the same constant. The two solutions thus differ by a common shift, which no potential difference contains.

For existence, call the left side of (9) $a(w,\phi)$ and define

$$\|w\|^2=s_0\int_\Omega|\nabla w|^2dV+\sum_m\int_{\partial\Omega}g_m(W_m-w)^2dS,$$

where trial functions that differ by a common shift are identified. From (2) follows $a(w,w)\ge\|w\|^2$. The Cauchy–Schwarz inequality gives $|a(w,\phi)|\le(s_1/s_0)\|w\|\,\|\phi\|$.

The right side of (9) must also be bounded by this norm. Since $\sum_mI_m=0$, a shift does not change it, and we may shift $w$ to have zero mean. The Poincaré inequality then bounds $w$ in $\Omega$ by its gradient, and the trace inequality does the same on the boundary. Each $W_m$ is bounded in turn through

$$W_m\int g_m\,dS=\int g_m(W_m-w)\,dS+\int g_mw\,dS,$$

or, for an ideal contact, because $W_m$ is the boundary value of $w$. These bounds also make the space of trial functions complete. The Lax–Milgram theorem states that a bounded form with $a(w,w)\ge\|w\|^2$ on such a space, symmetric or not, has a solution for every bounded right side. $\square$

### Lemma 4: two experiments compared

*Let $\phi,V_m,I_m$ belong to a conductor with tensor $\sigma_1$, and $\psi,U_m,K_m$ to one with tensor $\sigma_2$, with the same region and contacts. Then*

$$\sum_mV_mK_m-\sum_mU_mI_m=\int_\Omega\nabla\phi\cdot(\sigma_2-\sigma_1^T)\nabla\psi\,dV. \tag{11}$$

*Proof.* Use $\psi,U_m$ as the trial function in the first problem, and $\phi,V_m$ in the second:

$$\int\nabla\psi\cdot\sigma_1\nabla\phi\,dV+C=\sum_mU_mI_m,\qquad
\int\nabla\phi\cdot\sigma_2\nabla\psi\,dV+C=\sum_mV_mK_m.$$

The contact term $C=\sum_m\int g_m(U_m-\psi)(V_m-\phi)\,dS$ is the same in both, because its factors commute. Subtract the first equation from the second. In components,

$$\nabla\psi\cdot\sigma_1\nabla\phi=\sum_{ij}\partial_i\psi\,(\sigma_1)_{ij}\,\partial_j\phi=\sum_{ij}\partial_j\phi\,(\sigma_1^T)_{ji}\,\partial_i\psi=\nabla\phi\cdot\sigma_1^T\nabla\psi,$$

which gives (11). $\square$

### Theorem

*Under Assumptions 1 to 4,*

$$R_{ab,cd}(\mathbf B)=R_{cd,ab}(-\mathbf B). \tag{12}$$

*Proof.* Take $\sigma_1=\sigma(\mathbf B)$ and $\sigma_2=\sigma(-\mathbf B)$. Onsager symmetry makes $\sigma_2-\sigma_1^T$ zero at every point, so (11) becomes

$$\sum_mU_mI_m=\sum_mV_mK_m. \tag{13}$$

In the first experiment let $I_a=I$ and $I_b=-I$, with all other currents zero. In the second let $K_c=I$ and $K_d=-I$, with all others zero. Equation (13) reduces to $I(U_a-U_b)=I(V_c-V_d)$. Division by $I^2$ gives $R_{cd,ab}(-\mathbf B)$ on the left and $R_{ab,cd}(\mathbf B)$ on the right. $\square$

**Remark on the meaning.** The current patterns of the two experiments are in general quite different, and the theorem does not equate them. At each point, the mixed product of one driving field with the other current has the same value in either order, provided that the field is reversed between them. The sum over the sample, together with the contact term $C$ of Lemma 4, then equals a combination of contact potentials and currents. Shape, holes and unevenness affect the resistance, but they affect both sides of (12) equally.

**Remark on special cases.** At $\mathbf B=0$ the contact pairs may be exchanged without further condition. If the voltage is measured at the current contacts, then $c=a$ and $d=b$, and (12) says that $R_{ab,ab}$ is even in the field. For different pairs, $R_{ab,cd}$ need not be even, and exchange at fixed field need not leave it unchanged. Half the change under either operation is the part of the resistance that is odd in the field, which contains the Hall effect.

## Second half: consequences, failures and a gallium nitride plate

The symbols carried over are these. The potential $\phi$ drives the current $\mathbf J=-\sigma\nabla\phi$. Contact $m$ has potential $V_m$, sends in current $I_m$, and has conductance $g_m$ per unit width of a sheet. $R_{ab,cd}$ is the voltage $V_c-V_d$ divided by the current $I$ that enters at $a$ and leaves at $b$. For electrons in an isotropic sheet of density $n$ and mobility $\mu$, with $s=ne\mu$ and $\beta=\mu B$, equation (8) gives $\sigma$ the diagonal elements $s/(1+\beta^2)$ and the off-diagonal elements $\sigma_{yx}=-\sigma_{xy}=s\beta/(1+\beta^2)$. Equation (11) compares two experiments with arbitrary tensors. The theorem (12) is $R_{ab,cd}(\mathbf B)=R_{cd,ab}(-\mathbf B)$.

Under the four stated assumptions, a resistance at reversed field equals the one at the original field with the current and voltage contacts exchanged. What remains is to draw the consequences for calculation and measurement, to find where the equality fails, and to test it on a gallium nitride plate.
